# Linearized downfolding as a variational problem with second-order energy errors

In a Hartree–Fock calculation of planar butadiene, the π orbitals span 22 basis functions. Keeping four of them, one compact function on each carbon atom, and deleting the other 18 puts the highest occupied π level 5.88 eV too high. Letting the 18 act through an effective four-by-four Hamiltonian, evaluated at the fixed energy $-10$ eV, reduces the error to 0.288 eV. Adding a four-by-four overlap matrix, although the basis is orthonormal, reduces it to 0.012 eV. All three errors are relative to diagonalization of the full 22-dimensional matrix. The question is where this overlap comes from, and why it removes most of the remaining error.

Let $H$ be a finite Hermitian matrix in an orthonormal basis, divided into a kept block $P$ and a removed block $Q$. For a crystal, $H$ is the Bloch Hamiltonian at one wavevector, and everything below holds at each wavevector separately. Write $A=H_{QQ}$ and $V=H_{QP}$, so that $H_{PQ}=V^\dagger$. An eigenvector with components $c$ in $P$ and $b$ in $Q$ obeys

$$
H_{PP}c+V^\dagger b=Ec,\qquad Vc+Ab=Eb .
$$

If $E$ is not an eigenvalue of $A$, the second equation gives $b=(E-A)^{-1}Vc$. Then $c$ cannot vanish, since $b$ would vanish with it. Substitution in the first equation gives

$$
H_{\rm eff}(E)c=Ec,\qquad
H_{\rm eff}(E)=H_{PP}+V^\dagger(E-A)^{-1}V .
$$

Nothing has been approximated, but the matrix depends on the eigenvalue being sought. Choose a reference energy $E_0$ outside the spectrum of $A$, and define

$$
T=(E_0-A)^{-1}V,\qquad S=1+T^\dagger T,\qquad x=E-E_0 .
$$

The derivative of an inverse is $d(E-A)^{-1}/dE=-(E-A)^{-2}$. Since $A$ is Hermitian and $E_0$ is real,

$$
H_{\rm eff}'(E_0)=-V^\dagger(E_0-A)^{-2}V=-T^\dagger T .
$$

Keep the constant and linear terms of $H_{\rm eff}$, and call the resulting approximate eigenvalue $\varepsilon$:

$$
\left[H_{\rm eff}(E_0)-(\varepsilon-E_0)T^\dagger T\right]c=\varepsilon c .
$$

Subtract $E_0c$ from both sides and move the term in $T^\dagger T$ to the right:

$$
\left[H_{\rm eff}(E_0)-E_0\right]c=(\varepsilon-E_0)Sc. \tag{1}
$$

This is a generalized eigenproblem with energy-independent matrices. Because $T^\dagger T$ has no negative eigenvalue, $S$ is positive definite with eigenvalues of at least one, and all the $\varepsilon$ are real.

The overlap has a direct meaning. Suppose that each kept vector $c$ carries along the $Q$ amplitude $Tc$ which it would have at energy $E_0$. The trial vectors are then

$$
\phi=Wc,\qquad W=\begin{pmatrix}1\\T\end{pmatrix},\qquad
W^\dagger W=1+T^\dagger T=S .
$$

Thus $S$ records the norm of the attached tails; the original basis functions remain orthonormal. To find the energy matrix in this trial space, act with $H-E_0$ on $W$:

$$
(H-E_0)W=
\begin{pmatrix}H_{PP}-E_0+V^\dagger T\\ V+(A-E_0)T\end{pmatrix}
=\begin{pmatrix}H_{\rm eff}(E_0)-E_0\\0\end{pmatrix}.
$$

The lower entry vanishes because $(A-E_0)T=-V$. The upper entry follows from $V^\dagger T=V^\dagger(E_0-A)^{-1}V$. Multiplication from the left by $W^\dagger=(1,\;T^\dagger)$ leaves

$$
W^\dagger(H-E_0)W=H_{\rm eff}(E_0)-E_0. \tag{2}
$$

The variational energy of $Wc$ is therefore

$$
\rho(c)=\frac{c^\dagger W^\dagger HWc}{c^\dagger W^\dagger Wc}
=E_0+\frac{c^\dagger[H_{\rm eff}(E_0)-E_0]c}{c^\dagger Sc}.
$$

Setting its variation with respect to $c^\dagger$ to zero gives $[H_{\rm eff}(E_0)-E_0]c=(\rho-E_0)Sc$, which is equation (1). Linearizing the downfolded Hamiltonian and minimizing, or more generally making stationary, the energy in the space of vectors $Wc$ are the same calculation.

The energy error can now be traced to the error of the tail. Let $E$ be an exact eigenvalue of $H$, with kept component $c$. Its true tail is $T_Ec$, where

$$
T_E=(E-A)^{-1}V=(E-A)^{-1}(E_0-A)T=T-x(E-A)^{-1}T .
$$

The last step uses $E_0-A=(E-A)-x$. The trial vector $Wc$ thus differs from the exact vector $\psi$ only in $Q$, by

$$
\delta=(T-T_E)c=x(E-A)^{-1}Tc ,
$$

which is of first order in $x$. Since $(H-E)\psi=0$, the terms linear in $\delta$ drop out of $\phi^\dagger(H-E)\phi$, and only $\delta^\dagger(A-E)\delta$ survives. With $(E-A)^{-1}(A-E)(E-A)^{-1}=(A-E)^{-1}$, this gives

$$
\rho(c)-E=x^2\,\frac{c^\dagger T^\dagger(A-E)^{-1}Tc}{c^\dagger Sc}. \tag{3}
$$

Equation (3) is an identity for the exact $c$. The eigenvector of (1) is slightly different, so a statement about $\varepsilon$ itself needs one more argument. It starts from the remainder of the linearization. The resolvent identity reads

$$
(E-A)^{-1}=(E_0-A)^{-1}-x(E_0-A)^{-1}(E-A)^{-1}.
$$

Insert it into its own last term, and then put $V^\dagger$ and $V$ on the two sides. Functions of $A$ commute, so

$$
H_{\rm eff}(E)=H_{\rm eff}(E_0)-xT^\dagger T
+x^2T^\dagger(E-A)^{-1}T .
$$

Now subtract $E=E_0+x$ and multiply by $S^{-1/2}$ on both sides:

$$
S^{-1/2}[H_{\rm eff}(E)-E]S^{-1/2}=M+x^2B-E, \tag{4}
$$

$$
M=E_0+S^{-1/2}[H_{\rm eff}(E_0)-E_0]S^{-1/2},\qquad
B=S^{-1/2}T^\dagger(E-A)^{-1}TS^{-1/2}.
$$

The eigenvalues of $M$ are the linearized energies $\varepsilon_n$. An exact energy makes the left side of (4) singular, so it is an eigenvalue of $M+x^2B$. For a nondegenerate level, removing the small term $x^2B$ changes that eigenvalue by $-x^2u^\dagger Bu$ to first order in the perturbation, where $u$ is the normalized vector $S^{1/2}c$. The next correction is of order $x^4$. Therefore

$$
\varepsilon-E=\kappa x^2+O(x^3),\qquad
\kappa=\left.\frac{c^\dagger T^\dagger(A-E)^{-1}Tc}{c^\dagger Sc}\right|_{E_0=E}. \tag{5}
$$

The cubic term arises because $T$ and $S$ in the coefficient have been moved from $E_0$ to $E$.

A bound that does not require small $x$, and that also covers degenerate levels, follows once exact and linearized levels are paired. Let $E$ and $E_0$ lie in the same interval free of eigenvalues of $A$, with $j$ eigenvalues of $A$ below it. Block elimination gives

$$
H-E=L\begin{pmatrix}H_{\rm eff}(E)-E&0\\0&A-E\end{pmatrix}L^\dagger,
\qquad
L=\begin{pmatrix}1&V^\dagger(A-E)^{-1}\\0&1\end{pmatrix}.
$$

Multiplying out reproduces the blocks of $H-E$. Such a transformation with invertible $L$ preserves the numbers of negative and zero eigenvalues. If $E$ is the $m$th level of $H$, counted from below, then $j$ of the levels beneath it are accounted for by $A-E$ and the rest by $H_{\rm eff}(E)-E$. By (4), $E$ is then eigenvalue number $n=m-j$ of $M+x^2B$. Degenerate levels occupy consecutive numbers in both lists.

Weyl's inequality says that adding a Hermitian matrix shifts each ordered eigenvalue by no more than the norm of that matrix. Let $d$ be the distance from $E$ to the nearest eigenvalue of $A$, and let $t$ be the largest singular value of $T$. Then $\|(E-A)^{-1}\|=1/d$. The largest eigenvalue of $S^{-1/2}T^\dagger TS^{-1/2}$ is $t^2/(1+t^2)$, because $S=1+T^\dagger T$ and $s/(1+s)$ grows with $s$. Hence

$$
|\varepsilon_{m-j}-E|\le\frac{x^2}{d}\,\frac{t^2}{1+t^2}. \tag{6}
$$

The bound was tested on 200 random complex matrices of dimension 14, with four kept states near zero and five removed states near each of $-9$ and $+9$ in model units. For the 800 levels in the pole-free intervals, the largest ratio of error to bound was 0.743.

Two limits show what (6) contains. When the coupling $V$ vanishes, so does $t$, and the levels of $H_{PP}$ are recovered without error. When a removed level approaches $E$, $d$ shrinks and the bound ceases to be useful. In a crystal this happens where a removed band comes close to the kept ones, and one remedy is to move that band into $P$. If $E_0$ itself meets an eigenvalue of $A$ that couples to $P$, $T$ does not exist.

The sign of the error depends on where the removed levels lie. If none lies below the interval, then $j=0$, and the min–max principle makes each $\varepsilon_n$ an upper bound to the $n$th exact level. With removed levels on both sides, the contributions to $\kappa$ have opposite signs and can cancel, so the error is in general at least of second order. Take one kept state at zero energy, coupled with real strength $v$ to removed states at $+\Delta$ and $-\Delta$:

$$
H_{\rm eff}(E)=\frac{v^2}{E-\Delta}+\frac{v^2}{E+\Delta}
=\frac{2v^2E}{E^2-\Delta^2}.
$$

One exact level is $E=0$. The sum of the squared tail amplitudes is

$$
T^\dagger T=\frac{v^2}{(E_0-\Delta)^2}+\frac{v^2}{(E_0+\Delta)^2}
=\frac{2v^2(E_0^2+\Delta^2)}{(E_0^2-\Delta^2)^2}.
$$

For a single kept state, (1) gives $\varepsilon=[H_{\rm eff}(E_0)+E_0T^\dagger T]/S$. In the numerator, $(E_0^2-\Delta^2)+(E_0^2+\Delta^2)=2E_0^2$, and so

$$
\varepsilon=\frac{4v^2E_0^3}{(E_0^2-\Delta^2)^2+2v^2(E_0^2+\Delta^2)} .
$$

The error is cubic for small $E_0$ and changes sign with it, so here $\varepsilon$ is not an upper bound. For $v=1$ and $\Delta=4$, halving $E_0$ from 0.08 to 0.04 gives an observed order of 3.001.

It remains to see what is lost when the overlap is omitted and $H_{\rm eff}(E_0)$ is diagonalized as an ordinary matrix. Expanding about the exact level gives $H_{\rm eff}(E_0)=H_{\rm eff}(E)+xT_E^\dagger T_E+O(x^2)$. For a nondegenerate level, first-order perturbation theory yields

$$
\varepsilon_{\rm frozen}-E
=x\,\frac{c^\dagger T_E^\dagger T_Ec}{c^\dagger c}+O(x^2)
=x\,\frac{w}{1-w}+O(x^2), \tag{7}
$$

where $w$ is the fraction of the exact state's norm that lies in $Q$. The frozen matrix has the correct tail energy at $E_0$ but ignores the tail's norm. The overlap restores that norm and removes the first-order error.

For butadiene, $H$ is the π block of the Hartree–Fock Fock matrix in the cc-pVDZ basis, with density-fitted integrals. The molecule is planar and in its trans form, with chosen lengths of 1.34 Å for C=C, 1.46 Å for C–C and 1.09 Å for C–H, and a C=C–C angle of 124°. Reflection in the molecular plane separates π from σ functions. The kept space is spanned by the first contracted $2p_z$ function on each carbon, symmetrically orthonormalized; the other 18 π combinations form $Q$. As supplied here, this function combines only the three tightest $p$ primitives and lacks the diffuse one. It is therefore more compact than an atomic 2p orbital, and $Q$ must supply much of the outer part of each π level. This makes the example a deliberately hard one: if atomic 2p orbitals are kept instead, the errors of the highest occupied level are only about 0.3 eV with $Q$ deleted, 8 meV with the frozen matrix and 0.2 meV with the overlap. The lowest eigenvalue of $A$ is 12.91 eV, above all four levels of interest, so $j=0$. The reference energy $E_0=-10$ eV lies between the two occupied π levels.

At this energy, with the carbons numbered along the chain, the first two rows of the effective Hamiltonian are

$$
\begin{aligned}
&(-1.23235,\,-8.94072,\,0.09602,\,0.67425)\ \text{eV},\\
&(-8.94072,\,-0.94516,\,-4.99885,\,0.09602)\ \text{eV},
\end{aligned}
$$

and those of $S$ are

$$
\begin{aligned}
&(1.181430,\,0.065667,\,0.012074,\,-0.010944),\\
&(0.065667,\,1.157897,\,0.045967,\,0.012074).
\end{aligned}
$$

The remaining rows follow by reversing the order of the atoms. This symmetry splits (1) into two problems of dimension two, for amplitudes that are equal or opposite on atoms 1 and 4 and on atoms 2 and 3. With $y=\varepsilon-E_0$ in eV, the equal case has the diagonal energy entries $-1.23235+0.67425+10=9.44190$ and $-0.94516-4.99885+10=4.05599$, and the off-diagonal entry $-8.94072+0.09602=-8.84470$. The overlap entries combine in the same way, and the determinant condition is

$$
(9.44190-1.170486y)(4.05599-1.203864y)
-(8.84470+0.077741y)^2=0 ,
$$

or $1.40306y^2-17.48943y-39.93247=0$. Its roots $y=-1.9714$ and $14.4366$ give $\varepsilon=-11.971$ and $4.437$ eV. For opposite amplitudes, differences replace the sums:

$$
(8.09340-1.192374y)(14.05369-1.111930y)
-(9.03674+0.053593y)^2=0 .
$$

This is $1.32296y^2-26.72516y+32.07946=0$, with roots $y=1.2817$ and $18.9193$, so that $\varepsilon=-8.718$ and $8.919$ eV.

Diagonalization of the full π matrix gives $-12.005$, $-8.730$, $3.259$ and $6.578$ eV. The linearized errors are therefore 33 and 12 meV for the occupied levels, but 1.18 and 2.34 eV for the empty ones, which lie more than 13 eV from $E_0$. All four are positive, as the variational argument requires. The frozen errors are $-0.49$, $0.29$, $2.74$ and $4.01$ eV; they are negative below $E_0$ and positive above it, as (7) predicts at leading order.

For the highest occupied level, $x=1.2697$ eV, $d=12.9064+8.7303=21.6367$ eV and $t^2=0.26669$. The bound (6) is then

$$
\frac{(1.2697)^2}{21.6367}\times\frac{0.26669}{1.26669}\ \text{eV}=15.7\ \text{meV},
$$

against an actual error of 12.0 meV. The leading term of (5), with $\kappa=0.00809\ \text{eV}^{-1}$, gives 13.0 meV; the difference from 12.0 meV is due to higher orders in $x$. The $Q$ weight of this level is $w=0.193$, so (7) estimates the frozen error as $0.239\times1.27\ \text{eV}=0.30$ eV, close to the computed 0.29 eV. When $x$ is halved from 0.04 to 0.02 eV, the linearized error falls from 12.90 to 3.23 μeV, while the frozen error falls from 9.55 to 4.78 meV. The error of the linearized eigenvector also halves, so a first-order vector error does accompany a second-order energy error.

The reference energy can also be updated. If the first result has error $\delta_1$, using it as the new $E_0$ makes $x=-\delta_1$, and (5) gives $\delta_2\simeq\kappa\delta_1^2$. Here $0.00809\times(0.01196)^2$ eV is 1.16 μeV, which agrees with the computed second error. The gain applies to the level being followed; other levels may then lie farther from the new reference.

These small errors measure the reduction from 22 functions to four, and the quality of the 22-function description is a separate matter. Enlarging the basis to cc-pVTZ without carbon $f$ and hydrogen $d$ functions, with $E_0$ held fixed, moves the occupied levels by $-22$ and $-42$ meV. The linearization errors grow much more in proportion, to about 128 and 40 meV. The main cause is the kept function, since the first contracted $2p_z$ function of cc-pVTZ is more compact still. If the cc-pVDZ functions are kept in the larger basis, the errors are only about 41 and 13 meV. The 12 meV therefore belongs to this particular partition and is not a converged property of butadiene. The highest of the four levels moves by $-0.74$ eV; the empty levels have positive energy and are finite-basis levels, not converged bound states. Diffuse functions matter more: going from cc-pVDZ to aug-cc-pVDZ moves the occupied levels by about $-65$ and $-80$ meV. It also brings the lowest eigenvalue of $A$ down to about 2.3 eV, below both empty π levels, so the bound (6) with $E_0=-10$ eV then covers only the occupied ones.

A real molecule also relaxes and has correlated electrons. Reading the highest occupied level as an electron-removal energy gives 8.73 eV. The difference of Hartree–Fock total energies between cation and neutral molecule, at fixed geometry, is 7.52 eV, which is 1.21 eV lower (1.25 eV in the trimmed cc-pVTZ basis). In cc-pVDZ, about 0.83 eV of this lowering is orbital relaxation with the paired electrons kept in common orbitals; the rest comes from letting the orbitals of the two spins differ in the cation. Second-order perturbation theory (MP2) for correlation raises it by 1.55 eV, to 9.07 eV; measured values are roughly 9 eV. The MP2 figure is itself an estimate in a small basis, rising by about 0.18 eV in the larger basis used above, and the cation's spin-squared value of $0.89\hbar^2$, against $0.75\hbar^2$ for a pure doublet, shows some spin contamination. Each of these two shifts is about a hundred times the 12 meV linearization error. They largely cancel, but the net change of 0.34 eV is still nearly thirty times that error. For this level, the mean-field description limits the comparison with a real molecule far more than the linearization does. The numerical output lists the remaining values.

## Values computed for the example and the checks

```
Random-matrix levels checked: 800 (count)
Largest error/bound ratio: 0.743 (dimensionless)
Order with symmetric Q levels: 3.001 (dimensionless)
C=C, C-C, C-H lengths: 1.34 1.46 1.09 angstrom
C=C-C angle: 124.0 degree
HF/cc-pVDZ pi dimension: 22; kept: 4 (count)
Linearization energy E0: -10.000 eV
Lowest Q level: 12.9064 eV
Exact pi levels below lowest Q level: 4 (count)
Squared norm t^2: 0.26669 (dimensionless)
H_eff(E0) row 1: -1.23235 -8.94072 0.09602 0.67425 eV
H_eff(E0) row 2: -8.94072 -0.94516 -4.99885 0.09602 eV
S row 1: 1.181430 0.065667 0.012074 -0.010944 (dimensionless)
S row 2: 0.065667 1.157897 0.045967 0.012074 (dimensionless)
Full pi levels 1-4: -12.0048 -8.7303 3.2588 6.5783 eV
Bare P levels 1-4: -6.1621 -2.8511 9.1341 12.9842 eV
Frozen levels 1-4: -12.4966 -8.4419 5.9945 10.5890 eV
Linearized levels 1-4: -11.9714 -8.7183 4.4366 8.9193 eV
Q weights 1-4: 0.18428 0.19305 0.28419 0.39875 (dimensionless)
Bare errors 1-4: 5842.74 5879.21 5875.38 6405.90 meV
Frozen errors 1-4: -491.81 288.38 2735.76 4010.73 meV
Linearized errors 1-4: 33.381 11.961 1177.864 2341.046 meV
Rigorous bounds 1-4 (nan: outside interval): 33.969 15.687 3836.320 9143.923 meV
Max Ritz-linearized difference: 7.1e-15 eV
Max finite-difference difference: 2.2e-09 eV
Level-2 quadratic coefficient kappa: 0.008086 1/eV
Level-2 frozen slope w/(1-w): 0.239234 (dimensionless)
E-E0 0.08 eV: linear 51.4634 ueV, frozen 19.0746 meV, vector 1.331e-03 (dimensionless)
E-E0 0.04 eV: linear 12.9013 ueV, frozen 9.5533 meV, vector 6.666e-04 (dimensionless)
E-E0 0.02 eV: linear 3.2298 ueV, frozen 4.7807 meV, vector 3.336e-04 (dimensionless)
Orders linear, frozen, vector: 1.9980 0.9988 0.9990 (dimensionless)
Level-2 error after first linearization: 11.9611 meV
Level-2 error after second: 1.15774 ueV
Second error/first error squared: 0.008092 1/eV
Level shifts to trimmed cc-pVTZ: -21.90 -42.41 -214.14 -740.82 meV
Linearization-error shifts, same bases: 94.164 28.298 2159.898 3146.794 meV
Larger-fitting-basis level shifts: -0.211 -0.152 -0.148 -0.151 meV
Minus highest occupied HF level: 8.7303 eV
HF vertical removal energy: 7.5183 eV
MP2 vertical removal energy: 9.0691 eV
Relaxation shift: -1.2120 eV
MP2 correlation shift: 1.5508 eV
Cation UHF spin-squared value: 0.8876 hbar^2
```
